# Forces of the Harris functional with a moving atomic input density, part 1

(Sections cited here and not found follow in the second part.)

## I. The gradient of the Harris energy

Q: You want forces on nuclei from a single diagonalization in the potential of overlapping atomic densities. I doubt that this needs anything beyond the Hellmann–Feynman theorem. First tell me which energy is being differentiated.

A: I use Hartree atomic units, one space dimension \(x\), real orbitals and no spin polarization, so that an orbital holds up to two electrons and \(N\) electrons are present in all. Nucleus \(a\) sits at \(R_a\) and exerts the potential \(v_a(x-R_a)\) on an electron. To each nucleus a rigid density profile \(\rho_a\) is attached, whose shape does not depend on any \(R_b\). Then
\[ v_{\rm ext}(x)=\sum_a v_a(x-R_a),\qquad n_{\rm in}(x)=\sum_a\rho_a(x-R_a). \tag{1} \]
Let \(E_{\rm Hxc}[n]\) be the Hartree plus exchange-correlation energy, twice differentiable in \(n\), with
\[ v_{\rm Hxc}[n](x)=\frac{\delta E_{\rm Hxc}}{\delta n(x)},\qquad K[n](x,x')=\frac{\delta v_{\rm Hxc}(x)}{\delta n(x')}. \tag{2} \]
The kernel \(K\) is a second derivative of one functional, so \(K(x,x')=K(x',x)\). I write \((Kg)(x)=\int K(x,x')g(x')dx'\) and \(\langle f|K|g\rangle=\int f\,Kg\). The Hamiltonian is built from the input density and diagonalized once:
\[ \hat H=-\tfrac12\partial_x^2+v_{\rm ext}+v_{\rm Hxc}[n_{\rm in}],\quad \hat H\psi_i=\varepsilon_i\psi_i,\quad n_{\rm out}=\sum_i f_i\psi_i^2. \tag{3} \]
The Harris (Harris–Foulkes) energy is
\[ E_H=\sum_i f_i\varepsilon_i-TS-\int n_{\rm in}v_{\rm Hxc}[n_{\rm in}]+E_{\rm Hxc}[n_{\rm in}]+E_{II}, \tag{4} \]
where \(E_{II}\) is the ion–ion energy and \(TS\) is the entropy term of the occupations, zero for integer \(f_i\). The force is \(F_a=-dE_H/dR_a\), positive along \(+x\). A prime is a derivative with respect to \(x\), and \(\partial_a\) a derivative with respect to \(R_a\).

Q: Why that combination? The second and third density terms look like an afterthought.

A: Take the expectation value of \(\hat H\) in (3) and sum with weights \(f_i\). With \(T_s=\sum_i f_i\langle\psi_i|-\tfrac12\partial_x^2|\psi_i\rangle\) this gives \(\sum_i f_i\varepsilon_i=T_s+\int n_{\rm out}v_{\rm ext}+\int n_{\rm out}v_{\rm Hxc}[n_{\rm in}]\). Inserting it in (4),
\[ E_H=T_s-TS+\int n_{\rm out}v_{\rm ext}+\Big\{E_{\rm Hxc}[n_{\rm in}]+\int r\,v_{\rm Hxc}[n_{\rm in}]\Big\}+E_{II},\qquad r\equiv n_{\rm out}-n_{\rm in}. \tag{5} \]
The braces hold the Taylor series of \(E_{\rm Hxc}[n_{\rm in}+r]=E_{\rm Hxc}[n_{\rm out}]\) cut after the linear term. So \(E_H\) is the Kohn–Sham energy of the output orbitals with its interaction part linearized about \(n_{\rm in}\). The two energies differ by \(\tfrac12\langle r|K|r\rangle+O(r^3)\) and coincide when the residual \(r\) vanishes.

Q: Good. Then my claim is simple. Each \(\varepsilon_i\) is stationary with respect to its orbital, so the derivative acts on the explicit \(R_a\) in \(v_{\rm ext}\) and \(E_{II}\) and nowhere else.

A: The first half of that sentence is right and the second does not follow. Let me do the eigenvalue in a form that also covers a finite basis. Expand \(\psi_i=\sum_\mu c_{\mu i}b_\mu\) in real functions \(b_\mu\), which may depend on the positions, with matrices \(H_{\mu\nu}=\langle b_\mu|\hat H|b_\nu\rangle\) and \(S_{\mu\nu}=\langle b_\mu|b_\nu\rangle\). The eigenproblem is \((H-\varepsilon_iS)c_i=0\) with \(c_i^TSc_i=1\). Its differential is
\[ (dH-\varepsilon_i\,dS-d\varepsilon_i\,S)c_i+(H-\varepsilon_iS)\,dc_i=0. \]
Multiply from the left by \(c_i^T\). The last term vanishes, because \(H\) and \(S\) are symmetric and so \(c_i^T(H-\varepsilon_iS)=[(H-\varepsilon_iS)c_i]^T=0\). Normalization turns \(c_i^T d\varepsilon_iSc_i\) into \(d\varepsilon_i\). Hence \(d\varepsilon_i=c_i^T(dH-\varepsilon_i\,dS)c_i\). The product rule gives \(dH_{\mu\nu}=\langle db_\mu|\hat H|b_\nu\rangle+\langle b_\mu|d\hat H|b_\nu\rangle+\langle b_\mu|\hat H|db_\nu\rangle\) and \(dS_{\mu\nu}=\langle db_\mu|b_\nu\rangle+\langle b_\mu|db_\nu\rangle\). Define \(\tilde d\psi_i=\sum_\mu c_{\mu i}\,db_\mu\), the change of the orbital at fixed coefficients. The bra and ket terms are equal for real functions and a symmetric operator, so
\[ d\varepsilon_i=\langle\psi_i|d\hat H|\psi_i\rangle+2\langle\tilde d\psi_i|\hat H-\varepsilon_i|\psi_i\rangle. \tag{6} \]
That is your stationarity. The point is what \(d\hat H\) contains. The kinetic operator is fixed, but \(v_{\rm Hxc}[n_{\rm in}]\) changes when \(n_{\rm in}\) does, by the definition (2) of the kernel:
\[ d\hat H=dv_{\rm ext}+K\,dn_{\rm in},\qquad K=K[n_{\rm in}]. \tag{7} \]
The input density is attached to the nuclei by (1), so \(dn_{\rm in}\neq0\) when a nucleus moves.

Q: Before we follow that, the occupations can change as well. You have differentiated \(\varepsilon_i\) and said nothing of \(f_i\).

A: There are two regular cases. If the occupations are integers and a gap separates any two levels of different occupation, then a small displacement keeps the order of levels across the gap, \(df_i=0\), and \(TS=0\). Degeneracy among equally filled levels does no harm, since what enters is the sum of their \(d\varepsilon_i\), the trace of the perturbation over their common subspace, which does not depend on the choice of vectors in it.

The second case is Fermi occupation at temperature \(T\) and fixed \(N\). Put \(f_i=2p_i\), \(p_i=1/(e^{(\varepsilon_i-\mu)/k_BT}+1)\) and \(S=-2k_B\sum_i[p_i\ln p_i+(1-p_i)\ln(1-p_i)]\), the factor 2 counting spin. The derivative of the bracket with respect to \(p_i\) is \(\ln p_i+1-\ln(1-p_i)-1=\ln[p_i/(1-p_i)]\), and for the Fermi function \(p_i/(1-p_i)=e^{-(\varepsilon_i-\mu)/k_BT}\). Therefore
\[ T\,dS=-2k_BT\sum_i\Big(-\frac{\varepsilon_i-\mu}{k_BT}\Big)dp_i=\sum_i(\varepsilon_i-\mu)\,df_i, \]
and
\[ \sum_i\varepsilon_i\,df_i-T\,dS=\mu\sum_i df_i=\mu\,dN=0. \tag{8} \]
In both cases \(d(\sum_if_i\varepsilon_i-TS)=\sum_if_i\,d\varepsilon_i\). With (6), (7) and \(\sum_if_i\psi_i^2=n_{\rm out}\),
\[ d\Big(\sum_if_i\varepsilon_i-TS\Big)=\int n_{\rm out}\,dv_{\rm ext}+\langle n_{\rm out}|K|dn_{\rm in}\rangle+2\sum_if_i\langle\tilde d\psi_i|\hat H-\varepsilon_i|\psi_i\rangle. \tag{9} \]
The result fails in two situations. With integer occupations, where two levels of different occupation cross, the band sum follows the lower branch on each side and its slope jumps, so the force is defined on either side but not at the crossing. With Fermi occupations and the term \(-TS\) left out of (4), the gradient keeps the extra piece \(T\,dS\).

Q: The term \(\langle n_{\rm out}|K|dn_{\rm in}\rangle\) looks dangerous, but the double-counting terms were put there to remove such things. I expect it to cancel.

A: It cancels in part. Differentiate the two terms that depend on \(n_{\rm in}\) alone. The product rule on the first and the definition of \(v_{\rm Hxc}\) on the second give
\[ d\Big(-\int n_{\rm in}v_{\rm Hxc}\Big)=-\int v_{\rm Hxc}\,dn_{\rm in}-\langle n_{\rm in}|K|dn_{\rm in}\rangle,\qquad dE_{\rm Hxc}=\int v_{\rm Hxc}\,dn_{\rm in}. \]
The terms linear in \(v_{\rm Hxc}\) cancel, and this needs \(v_{\rm Hxc}\) in \(\hat H\) to be the functional derivative of the same \(E_{\rm Hxc}\) that appears in (4). What remains is \(-\langle n_{\rm in}|K|dn_{\rm in}\rangle\). It has the form of the kernel term in (9) but with \(n_{\rm in}\) where (9) has \(n_{\rm out}\). Adding the pieces,
\[ dE_H=\int n_{\rm out}\,dv_{\rm ext}+dE_{II}+\langle r|K|dn_{\rm in}\rangle+2\sum_if_i\langle\tilde d\psi_i|\hat H-\varepsilon_i|\psi_i\rangle. \tag{10} \]
At fixed nuclei and basis, and using the symmetry of \(K\) to move it onto the left factor, this says
\[ \frac{\delta E_H}{\delta n_{\rm in}}=K\,(n_{\rm out}-n_{\rm in}). \tag{11} \]
\(E_H\) is stationary in \(n_{\rm in}\) where \(Kr=0\), in particular at self-consistency. A superposition of atomic densities has no reason to satisfy \(r=0\).

Q: Then give me the force, with its signs.

A: A function of \(x-R_a\) has \(\partial_a=-\partial_x\). From (1), \(\partial_av_{\rm ext}=-v_a'(x-R_a)\) and \(\partial_an_{\rm in}=-\rho_a'(x-R_a)\); the other atoms do not contribute because their profiles are rigid. Insert these in (10) and take \(F_a=-dE_H/dR_a\). The two minus signs combine in the first and third terms:
\[ F_a=\underbrace{\int n_{\rm out}\,v_a'\,dx-\partial_aE_{II}}_{F_a^{\rm HF}}+\underbrace{\langle n_{\rm out}-n_{\rm in}|K|\rho_a'\rangle}_{F_a^{K}}\;\underbrace{-\,2\sum_if_i\langle\tilde\partial_a\psi_i|\hat H-\varepsilon_i|\psi_i\rangle}_{F_a^{\rm P}}, \tag{12} \]
with \(v_a'\) and \(\rho_a'\) taken at \(x-R_a\). The sign of the first term can be checked on an attractive well: \(v_a'>0\) to the right of the nucleus, so density on the right pulls the nucleus to the right. Notice that the Hellmann–Feynman term \(F^{\rm HF}\) carries \(n_{\rm out}\), the density of the orbitals, and not \(n_{\rm in}\).

For a basis independent of the positions \(F^{\rm P}=0\), and each remaining term is a gradient in its own right. Regard \(E_H(R^{\rm ion},R^{\rm den})\) as a function of two sets of positions, one entering \(v_{\rm ext}\) and \(E_{II}\), the other entering \(n_{\rm in}\). Equation (10) shows that \(F^{\rm HF}_a=-\partial E_H/\partial R_a^{\rm ion}\) and \(F_a^K=-\partial E_H/\partial R^{\rm den}_a\). Your claim is therefore true for a different calculation, in which the nucleus moves and its input density stays behind.

The kernel term can be read physically. \(K\rho_a'\) is minus the rate at which the screening potential changes as the cloud of atom \(a\) is carried along. The band sum feels this change through \(n_{\rm out}\), the double counting removes the amount felt by \(n_{\rm in}\), and the residual is left over.

Q: A formula can be a correct derivative and still be a small refinement. Can you show, without numbers, that leaving out \(F^K\) breaks something?

A: It breaks the balance of forces. Take an isolated system, a complete basis, and \(E_{\rm Hxc}\) and \(E_{II}\) unchanged by a rigid translation. Three facts are needed.

First, shifting a density shifts its potential: \(v_{\rm Hxc}[n(\cdot-s)](x)=v_{\rm Hxc}[n](x-s)\). Differentiating at \(s=0\), the left side gives \(-Kn'\) and the right side \(-v_{\rm Hxc}'\), so \(Kn_{\rm in}'=v_{\rm Hxc}[n_{\rm in}]'\).

Second, \(E_{\rm Hxc}[n(\cdot-s)]\) does not depend on \(s\), so \(0=-\int v_{\rm Hxc}\,n'\). Integration by parts, with \(n\) vanishing at infinity, turns this into \(\int n_{\rm in}\,v_{\rm Hxc}[n_{\rm in}]'=0\).

Third, let \(v=v_{\rm ext}+v_{\rm Hxc}[n_{\rm in}]\). The kinetic operator commutes with \(\partial_x\), and \(v\,\partial_x\psi-\partial_x(v\psi)=-v'\psi\), so \([\hat H,\partial_x]=-v'\). In a bound eigenstate \(\langle\psi_i|[\hat H,\partial_x]|\psi_i\rangle=\varepsilon_i\langle\psi_i|\partial_x\psi_i\rangle-\varepsilon_i\langle\psi_i|\partial_x\psi_i\rangle=0\), where \(\hat H\) acts to the left in the first term and to the right in the second. Summing with \(f_i\) gives \(\int n_{\rm out}v'=0\).

Now sum (12) over atoms. The ion–ion terms add to zero by translation invariance, \(\sum_av_a'=v_{\rm ext}'\) and \(\sum_a\rho_a'=n_{\rm in}'\). By the third fact and then the second and first,
\[ \sum_aF_a^{\rm HF}=\int n_{\rm out}v_{\rm ext}'=-\int n_{\rm out}v_{\rm Hxc}[n_{\rm in}]'=-\int r\,v_{\rm Hxc}[n_{\rm in}]'=-\langle r|K|n_{\rm in}'\rangle, \tag{13} \]
while \(\sum_aF_a^K=+\langle r|K|n_{\rm in}'\rangle\) directly. The total vanishes. The Hellmann–Feynman terms alone leave the net force (13), which is zero at \(r=0\) or when a reflection symmetry makes the integrand odd, and need not vanish otherwise. An energy that depends on relative positions alone has forces that sum to zero, so a nonzero (13) proves that the \(F_a^{\rm HF}\) are not the gradient of any such energy.

Q: And the last term of (12)? For eigenstates \((\hat H-\varepsilon_i)\psi_i\) is zero, so it looks empty.

A: In a finite basis \(\psi_i\) solves the matrix problem, not the operator problem. The matrix equation \((H-\varepsilon_iS)c_i=0\) reads, row by row, \(\langle b_\mu|\hat H-\varepsilon_i|\psi_i\rangle=0\): the function \((\hat H-\varepsilon_i)\psi_i\) is orthogonal to every basis function, and no more is guaranteed. Written out, the Pulay force is
\[ F_a^{\rm P}=-2\sum_if_i\sum_\mu c_{\mu i}\langle\partial_ab_\mu|\hat H-\varepsilon_i|\psi_i\rangle. \tag{14} \]
A function \(b_\mu\) drops out of (14) if \(\partial_ab_\mu=0\), and also if \(\partial_ab_\mu\) is a linear combination of basis functions. Gaussians centred on the atom show both behaviours. With \(u=x-R_a\), the s function \(g=e^{-\alpha u^2}\) has \(\partial_ag=2\alpha ug\), which is a p function of the same exponent. The p function \(ug\) has \(\partial_a(ug)=-g+2\alpha u^2g\), whose second part is a d function. In a basis of s functions alone the derivatives lie outside the basis. When the p partners are added, the s functions cease to contribute and what remains comes from the d part of the p derivatives. If all basis functions ride on the atoms, \(E_H\) is still translation invariant and the sum of (12) still vanishes, but the third fact above is lost, and \(\sum_aF_a^{\rm P}\) has to cancel \(\sum_a(F_a^{\rm HF}+F_a^K)\).

Q: One more worry about (12). The potentials \(v_a\) and the Hartree part of \(K\) are long-ranged, so the force is a difference of large, slowly converging pieces.

A: They can be combined before evaluation. Let \(w(u)\) be the even pair interaction, \(v_a=-Z_aw\), and for two atoms \(E_{II}=Z_AZ_B\,w(R_A-R_B)\). Split \(K=w+f_{\rm xc}\), and for a local functional \(f_{\rm xc}(x,x')=f_{\rm xc}(n(x))\,\delta(x-x')\). Define \(v_H[\rho_a](x)=\int w(x-x')\rho_a(x'-R_a)dx'\). Integration by parts gives \(\int w(x-x')\rho_a'\,dx'=-\int\partial_{x'}w(x-x')\rho_a\,dx'=\partial_x v_H[\rho_a]\). The Hartree part of \(F_a^K\) is then \(\int n_{\rm out}v_H[\rho_a]'-\int n_{\rm in}v_H[\rho_a]'\). The first piece joins the Hellmann–Feynman integral in the neutral-atom potential \(v_{{\rm NA},a}=v_a+v_H[\rho_a]\). In the second, expand \(n_{\rm in}=\sum_b\rho_b\). The term \(b=a\) is \(\iint\rho_a(x)\,w'(x-x')\,\rho_a(x')\); since \(w'\) is odd, exchanging \(x\) and \(x'\) maps it to its negative, so it is zero for any shape of \(\rho_a\). With \(F^{\rm P}=0\),
\[ F_a=\int n_{\rm out}v_{{\rm NA},a}'-\Big[\sum_{b\ne a}\int\rho_b\,v_H[\rho_a]'+\partial_aE_{II}\Big]+\int r\,f_{\rm xc}\,\rho_a'. \tag{15} \]
The middle term is a pair force. With \(U_{AB}=\int\rho_Bv_H[\rho_A]\) one has \(\partial_AU_{AB}=-\int\rho_Bv_H[\rho_A]'\), so the middle term is \(-\partial_A(E_{II}-U_{AB})\). This energy depends on \(R_A-R_B\) alone, and the pair forces on two atoms are equal and opposite.

The gain in range is real but limited. For an atom at the origin with \(\int\rho=Z\) and even \(\rho\), expand \(w(x-y)=w(x)-yw'(x)+\tfrac12y^2w''(x)-\dots\) under the integral. The zeroth moment cancels \(-Zw\) and the first vanishes by parity, so
\[ v_{\rm NA}(x)\simeq\tfrac12\,w''(x)\int y^2\rho(y)\,dy\qquad(|x|\gg\text{size of the atom}). \tag{16} \]
For \(w\to1/|x|\) one has \(w''\to2/|x|^3\). The neutral-atom potential of such a one-dimensional model falls as \(|x|^{-3}\): faster than the bare \(|x|^{-1}\), but still as a power. The cancellation of the leading term requires neutral profiles, although (12) itself holds for any rigid \(\rho_a\).

## II. A one-dimensional check and the distance from self-consistency

Q: Restate what we have, and then show me a system where (12) could be caught failing.

A: The input density \(n_{\rm in}=\sum_a\rho_a(x-R_a)\) defines \(\hat H\), whose orbitals give \(n_{\rm out}\) and the residual \(r=n_{\rm out}-n_{\rm in}\); \(K=\delta v_{\rm Hxc}/\delta n\) is symmetric. The Harris energy (4) obeys \(\delta E_H/\delta n_{\rm in}=Kr\), equation (11). Its force (12) is \(F_a=F_a^{\rm HF}+F_a^K+F_a^{\rm P}\), with \(F_a^{\rm HF}=-\int n_{\rm out}\partial_av_{\rm ext}-\partial_aE_{II}\), \(F_a^K=\langle r|K|\rho_a'\rangle\) and the Pulay term (14). Also \(\sum_aF_a^{\rm HF}=-\langle r|K|n_{\rm in}'\rangle\), equation (13), and (15), (16) give the neutral-atom form.

The model has \(w(u)=(u^2+1)^{-1/2}\), charges \(Z_A=3\) and \(Z_B=1\), four electrons in two doubly filled orbitals, \(R_A=-1\) bohr and \(R_B=2\) bohr. These are round parameters and describe no real molecule. Unequal charges remove the reflection symmetry that would hide (13). For \(E_{\rm xc}\) I take the exchange energy of the uniform gas with this \(w\), used locally.

The gradient of the Harris energy contains, besides the Hellmann–Feynman force, a kernel term proportional to the residual \(r\) and, in a basis that moves with the atoms, a Pulay term. It remains to derive the exchange kernel of the model, test (12) numerically, and find how far the Harris force lies from the self-consistent one.
